# The Lamb shift in multipolar gauge: three divergences and Bethe's logarithm

An electron bound to a fixed point charge has, in nonrelativistic quantum mechanics, the same energy in its 2s and 2p states. Coupling to the vacuum field removes this degeneracy. In molecular quantum electrodynamics the coupling can be written in multipolar form, as the energy of a dipole in the transverse field. This form suits real transitions, but for a level shift it looks dangerous: the squared coupling grows with photon frequency, and the second-order energy diverges as the cube of the highest frequency admitted. A small, finite shift must be hidden under that divergence. Two of the three power divergences are dealt with by the squared polarization and a sum rule. The third, linear one depends on the state and must be absorbed in the electron mass before the logarithm in the shift of a single level can be read off.

Take one spinless electron of charge \(-e\) in a local potential \(V(\mathbf r)\) with a fixed centre at the origin. The field is evaluated at the origin (electric-dipole approximation), and modes are kept up to angular frequency \(\Omega\). Let \(m\) be the mass in the Hamiltonian; its relation to the observed mass is settled below. With \(k\) labelling wave vector and polarization, \(\mathcal V\) the quantization volume and the constant zero-point energy dropped,

\[
H=\frac{(\mathbf p+e\mathbf A)^2}{2m}+V+\sum_k\hbar\omega_k b_k^\dagger b_k,\qquad
\mathbf A=\sum_k\mathcal A_k\mathbf e_k(b_k+b_k^\dagger),\quad
\mathcal A_k=\sqrt{\frac{\hbar}{2\varepsilon_0\omega_k\mathcal V}} .
\]

The multipolar form follows from the unitary operator \(U=\exp(i\mathbf d\cdot\mathbf A/\hbar)\) with \(\mathbf d=-e\mathbf r\). Since \(\mathbf p\) differentiates the exponent, \(U^\dagger\mathbf pU=\mathbf p-e\mathbf A\), so the kinetic momentum \(\mathbf p+e\mathbf A\) becomes \(\mathbf p\). The field operators change too. From \([b_k,b_k^\dagger]=1\),

\[
U^\dagger b_kU=b_k+i\beta_k,\qquad \beta_k=\frac{\mathcal A_k\,\mathbf e_k\cdot\mathbf d}{\hbar}.
\]

As \(\beta_k\) is Hermitian and commutes with \(b_k\), each mode energy becomes

\[
\hbar\omega_k(b_k^\dagger-i\beta_k)(b_k+i\beta_k)
=\hbar\omega_k b_k^\dagger b_k+i\hbar\omega_k\beta_k(b_k^\dagger-b_k)+\hbar\omega_k\beta_k^2 .
\]

Inserting \(\mathcal A_k\) gives

\[
U^\dagger HU=\frac{p^2}{2m}+V+\sum_k\hbar\omega_k b_k^\dagger b_k
+i\sum_k\sqrt{\frac{\hbar\omega_k}{2\varepsilon_0\mathcal V}}\,(\mathbf e_k\cdot\mathbf d)(b_k^\dagger-b_k)
+\sum_k\frac{(\mathbf e_k\cdot\mathbf d)^2}{2\varepsilon_0\mathcal V}.
\]

The fourth term is the dipole coupling \(-\mathbf d\cdot\mathbf D^\perp/\varepsilon_0\). The last is the squared transverse polarization, \((1/2\varepsilon_0)\int|\mathbf P^\perp|^2d^3r\), restricted to the same modes as the field. That shared cutoff comes from the transformation and is not a choice.

The self-term cannot be dropped even for one mode. For an electron in the one-dimensional well \(V=x^2/2+0.05x^4\), with \(\hbar=m=1\), mode frequency 1.3 and coupling \(e\mathcal A_k=0.3\), diagonalization gives a ground level of 0.556570 in both forms of the Hamiltonian. Without the self-term the multipolar form gives 0.502993.

Now collect all energies of order \(e^2\) for the bound state \(n\) with no photons. The self-term is already of order \(e^2\) and enters at first order. The dipole coupling enters at second order, through states with the electron in \(m\) and one photon present. With \(\omega_{mn}=(E_m-E_n)/\hbar\),

\[
\Delta E_n=\sum_k\frac{\langle(\mathbf e_k\cdot\mathbf d)^2\rangle_n}{2\varepsilon_0\mathcal V}
-\sum_{k,m}\frac{\hbar\omega_k}{2\varepsilon_0\mathcal V}\,
\frac{|\mathbf e_k\cdot\mathbf d_{mn}|^2}{\hbar(\omega_{mn}+\omega_k)} .
\]

The sum over \(m\) includes the continuum. For a large volume, \(\sum_k\to\mathcal V(2\pi)^{-3}\sum_\lambda\int d^3k\). The two polarizations obey \(\sum_\lambda e_ie_j=\delta_{ij}-\hat k_i\hat k_j\), whose angular integral is \(4\pi(1-\tfrac13)\delta_{ij}=\tfrac{8\pi}{3}\delta_{ij}\). The effective interaction is thus a rotational scalar. In a central potential it does not mix 2s with 2p or the magnetic sublevels, so nondegenerate formulas may be used for each. With \(k=\omega/c\), the common factor is

\[
C=\frac{1}{2\varepsilon_0}\,\frac{1}{(2\pi)^3}\,\frac{8\pi}{3}\,\frac1{c^3}=\frac{1}{6\pi^2\varepsilon_0c^3},
\]

and the shift becomes

\[
\Delta E_n=C\langle d^2\rangle_n\int_0^\Omega\omega^2d\omega
-C\sum_m|\mathbf d_{mn}|^2\,\mathrm P\!\!\int_0^\Omega\frac{\omega^3\,d\omega}{\omega+\omega_{mn}} .
\]

The principal value P matters when \(E_m<E_n\), where the denominator vanishes at the frequency of real emission. The pole, passed with \(\omega\to\omega-i0\), also gives the energy an imaginary part \(-i\pi C|\omega_{mn}|^3|\mathbf d_{mn}|^2\). Setting this equal to \(-i\hbar\Gamma/2\) gives \(\Gamma=|\omega_{mn}|^3|\mathbf d_{mn}|^2/(3\pi\varepsilon_0\hbar c^3)\), the spontaneous emission rate. The real part is the shift.

Write \(a=\omega_{mn}\). Because \((\omega+a)(\omega^2-a\omega+a^2)=\omega^3+a^3\),

\[
\frac{\omega^3}{\omega+a}=\omega^2-a\omega+a^2-\frac{a^3}{\omega+a},
\]

\[
\mathrm P\!\!\int_0^\Omega\frac{\omega^3d\omega}{\omega+a}
=\frac{\Omega^3}{3}-\frac{a\Omega^2}{2}+a^2\Omega-a^3\ln\left|\frac{\Omega+a}{a}\right| .
\]

For \(a=0\) only the first term is present. The shift therefore contains four sums over states, with weights \(1,a,a^2,a^3\).

The first is closure, \(\sum_m|\mathbf d_{mn}|^2=\langle d^2\rangle_n\). The dipole coupling contributes \(-C\langle d^2\rangle_n\Omega^3/3\), and the self-term contributes the same amount with a plus sign. The cubic divergence is gone, state by state. A degenerate partner, such as 2p for 2s, has \(a=0\) and drops out completely.

The other sums need the commutator \([H_0,\mathbf r]=-i\hbar\mathbf p/m\) with \(H_0=p^2/2m+V\), which holds because \(V\) is local. Its matrix element gives \(\mathbf p_{mn}=im\,\omega_{mn}\mathbf r_{mn}\). Inserting intermediate states in a double commutator gives

\[
\sum_i\langle[r_i,[H_0,r_i]]\rangle_n=2\hbar\sum_m\omega_{mn}|\mathbf r_{mn}|^2 ,
\]

since the two orderings contribute equally. The left side is \(\sum_i(-i\hbar/m)[r_i,p_i]=3\hbar^2/m\). Hence

\[
\sum_m\omega_{mn}|\mathbf d_{mn}|^2=\frac{3\hbar e^2}{2m},\qquad
\Delta E^{(2)}=\frac{C\Omega^2}{2}\,\frac{3\hbar e^2}{2m}=\frac{e^2\hbar\Omega^2}{8\pi^2\varepsilon_0mc^3}.
\]

No property of the state survives, so this term cancels from every energy difference. It is also what a free electron acquires from the vacuum average of \(e^2A^2/2m\). Indeed \(\langle A^2\rangle=\sum_k\mathcal A_k^2=\hbar\Omega^2/(4\pi^2\varepsilon_0c^3)\), and multiplication by \(e^2/2m\) reproduces the result. A nonlocal potential would change the commutator and could make this term state dependent.

For the third sum, \(\mathbf p_{mn}=im\,\omega_{mn}\mathbf r_{mn}\) and closure give

\[
\sum_m\omega_{mn}^2|\mathbf d_{mn}|^2=\frac{e^2\langle p^2\rangle_n}{m^2},\qquad
\Delta E_n^{(1)}=-\frac{Ce^2\Omega}{m^2}\langle p^2\rangle_n .
\]

This still diverges and it depends on the state. To see what it means, consider a free electron of momentum \(\mathbf p\) in minimal coupling. In the dipole approximation it emits and reabsorbs a photon without changing momentum, so the intermediate state lies higher by \(\hbar\omega\). The coupling \(e\mathbf p\cdot\mathbf A/m\) then gives

\[
-\sum_k\frac{e^2\mathcal A_k^2(\mathbf e_k\cdot\mathbf p)^2}{m^2\hbar\omega_k}
=-\frac{Ce^2p^2}{m^2}\int_0^\Omega d\omega=-\frac{Ce^2\Omega}{m^2}p^2 .
\]

The linear term is thus a change of the free electron's kinetic energy, present without any binding. Call the observed mass \(m_{\rm obs}=m+\delta m\). To first order in \(\delta m\), \(p^2/2m_{\rm obs}=p^2/2m-\delta m\,p^2/2m^2\), and comparison gives

\[
\delta m=2Ce^2\Omega=\frac{e^2\Omega}{3\pi^2\varepsilon_0c^3}.
\]

Energies computed with the observed mass already contain this part. Put differently, writing the bare kinetic energy through \(m_{\rm obs}\) adds \(+\delta m\langle p^2\rangle/2m^2\), which cancels \(\Delta E_n^{(1)}\). From here on \(m\) denotes the observed mass; in terms already of order \(e^2\) the replacement changes only higher orders. The next term of the expansion, \((\delta m/m)^2\langle p^2\rangle/2m\), is about \(3\times10^{-5}\) eV for 2s at the cutoff used below, larger than the shift sought. It too belongs to the mass: the free-electron Hamiltonian is quadratic in the field, and its energy depends on \(\mathbf p\) exactly as \(p^2/2(m+\delta m)\).

What remains is

\[
\Delta E_n=C\sum_m\omega_{mn}^3|\mathbf d_{mn}|^2\ln\left|\frac{\Omega+\omega_{mn}}{\omega_{mn}}\right|
\;\longrightarrow\;
C\sum_m\omega_{mn}^3|\mathbf d_{mn}|^2\ln\frac{\Omega}{|\omega_{mn}|},
\]

where the arrow means \(\Omega\) far above the frequencies that matter. The coefficient of \(\ln\Omega\) is the fourth sum. With \([H_0,p_i]=i\hbar\,\partial_iV\),

\[
2\hbar\sum_m\omega_{mn}|\mathbf p_{mn}|^2=\sum_i\langle[p_i,[H_0,p_i]]\rangle_n=\hbar^2\langle\nabla^2V\rangle_n,
\qquad
\sum_m\omega_{mn}^3|\mathbf d_{mn}|^2=\frac{e^2\hbar}{2m^2}\langle\nabla^2V\rangle_n .
\]

This has a simple reading. A free electron driven by a field component of frequency \(\omega\) moves with amplitude \(eE/m\omega^2\). The vacuum has \(\langle E^2\rangle=\hbar(2\pi^2\varepsilon_0c^3)^{-1}\int\omega^3d\omega\), so the mean square displacement is \(\langle\delta r^2\rangle=e^2\hbar(2\pi^2\varepsilon_0m^2c^3)^{-1}\int d\omega/\omega\). Averaging the potential over an isotropic jitter adds \(\tfrac16\langle\delta r^2\rangle\langle\nabla^2V\rangle\), which has the coefficient just found. Binding cuts the integral off from below, and the sum over states says where.

For a point charge \(Ze\), \(\nabla^2V=(Ze^2/\varepsilon_0)\delta(\mathbf r)\), and an s state has \(|\psi(0)|^2=Z^3/(\pi a_0^3n^3)\), where \(n\) is now the principal quantum number. Using \(e^2=4\pi\varepsilon_0\hbar c\,\alpha\) and \(a_0=\hbar/(\alpha mc)\),

\[
C\,\frac{e^2\hbar}{2m^2}\,\frac{Ze^2}{\varepsilon_0}\,\frac{Z^3}{\pi a_0^3n^3}
=\frac{4\alpha^2\hbar^3Z^4}{3\pi m^2c\,a_0^3n^3}=\frac{4\alpha^5Z^4mc^2}{3\pi n^3}.
\]

Define the mean frequency \(\bar\omega_n\) by averaging \(\ln|\omega_{mn}|\) with weights \(\omega_{mn}^3|\mathbf d_{mn}|^2\). Then

\[
\Delta E_{ns}=\frac{4\alpha^5Z^4mc^2}{3\pi n^3}\ln\frac{\Omega}{\bar\omega_n}.
\]

A p state has no density at the nucleus. Its weights add to zero, \(\ln\Omega\) disappears, and \(-C\sum_m\omega_{mn}^3|\mathbf d_{mn}|^2\ln|\omega_{mn}|\) is left, finite and independent of the cutoff.

The same physics can be followed frequency by frequency. After closure, the multipolar integrand for one transition is \(C|\mathbf d_{mn}|^2\) times

\[
\omega^2-\frac{\omega^3}{\omega+a}=\frac{a\omega^2}{\omega+a}=a\omega-\frac{a^2\omega}{\omega+a}.
\]

On the right, the first term is the \(A^2\) energy distributed over transitions by the sum rule. The second is the second-order \(\mathbf p\cdot\mathbf A\) energy, since \(a^2|\mathbf d_{mn}|^2=e^2|\mathbf p_{mn}|^2/m^2\). The cubic divergence is therefore a feature of how the multipolar form divides the energy. The quadratic and linear terms are common to both forms. In the opposite limit, \(\omega\ll|a|\), the integrand tends to \(\omega^2\): the self-term dominates, and the dipole response is smaller by \(\omega/|a|\).

For numbers take \(Z=1\) and the states 1s, 2s and 2p. In atomic units the sums \(\sum_m\omega_{mn}^q|\mathbf r_{mn}|^2\) for 2s are 42, 1.5, 0.25 and 0.25 for \(q=0,1,2,3\); for 2p they are 30, 1.5, 0.25 and 0. The second entry is common, as required. At a cutoff of 10 hartree the formula gives, in units of \(C\),

\[
1s:\quad \tfrac34(10)^2-1\times10+2.4285=67.4285 .
\]

Direct quadrature of the multipolar integrals gives 67.42850, and an independent minimal-coupling calculation in a finite basis gives 67.42851. For 2p the quadrature passes through the emission pole to 1s and agrees with the formula to about \(3\times10^{-5}\).

The physical cutoff needs a separate argument. A nonrelativistic electron cannot be trusted with photons of energy near \(mc^2\), so Bethe's estimate sets \(\hbar\Omega=mc^2=5.11\times10^5\) eV. At this cutoff the parts of the 2s shift are:

- self-term: \(2.08\times10^8\) eV, cancelled by the cubic dipole part;
- quadratic term: 593 eV, the same for all three states;
- linear term: \(-1.05\times10^{-2}\) eV, absorbed in the mass;
- logarithm: \(4.33\times10^{-6}\) eV.

The self-term exceeds even the electron's rest energy, so it is no small perturbation by itself. Only the complete sum at order \(e^2\) is meaningful here. A relative closure error of \(2\times10^{-14}\) in a truncated set of states would leave a remainder as large as the logarithm. Combining the terms before integrating, as in \(a\omega^2/(\omega+a)\), removes this cubic part, but the quadratic term left behind is still about \(10^8\) times the logarithm. A numerical calculation should therefore remove all the power terms analytically and evaluate only the logarithmic sum. That sum itself converges slowly: for 1s, 16 per cent of the weight \(\omega_{mn}^3|\mathbf d_{mn}|^2\) lies above 100 hartree and 5.5 per cent above 1000 hartree. An uncontracted aug-cc-pV5Z Gaussian basis satisfies the first three sum rules to about 0.2 per cent, yet gives 1.32 instead of 2 for the fourth and a logarithmic shift about 21 per cent too low.

The mass shift is \(\delta m/m=0.0031\), small at this cutoff although it grows linearly with \(\Omega\). Its effect on a level is still far larger than the logarithm: \(-0.0421\) eV for 1s against \(3.39\times10^{-5}\) eV. Omitting renormalization would change the 1s–2s interval by about 0.03 eV and swamp its true radiative correction. The 2s–2p splitting is more forgiving. In a Coulomb potential the virial theorem gives \(\langle p^2\rangle/2m=-E_n\), equal for 2s and 2p, so the linear term cancels from their difference even before renormalization.

The Bethe logarithm of an s state is \(\ln\bar\omega_n\) with the frequency measured in rydberg: 2.984 for 1s and 2.812 for 2s. For 2p the weights add to zero and cannot be normalized by their own sum, so the weighted sum of logarithms is divided by the total weight of 2s instead; this gives \(-0.030\). The mean excitation energies are 269 eV for 1s and 226 eV for 2s, well into the continuum, because the weight \(\omega_{mn}^3\) favours energetic transitions. Since one rydberg is \(\alpha^2mc^2/2\), the 2s logarithm is \(\ln(2/\alpha^2)-2.812\). With \(1/\alpha=137.036\) this is \(10.534-2.812=7.722\). In atomic units for the sum, \(C\) corresponds to \(2.2439\times10^{-6}\) eV, so

\[
\Delta E_{2s}=2.2439\times10^{-6}\ \text{eV}\times0.25\times7.722=4.33\times10^{-6}\ \text{eV},
\]

or 1047 MHz as a frequency. The 2p level rises by 4 MHz, which leaves a splitting of 1043 MHz, or \(4.31\times10^{-6}\) eV. The 1s shift is 8192 MHz; most of the ratio to 2s is the factor \(n^{-3}\), and the rest is the different Bethe logarithm.

These digits describe the model with its chosen cutoff. Doubling \(\Omega\) adds 94 MHz to the 2s shift, about 9 per cent, so the estimate establishes the scale but cannot fix the constant that accompanies the logarithm.

There is also a smaller correction from replacing \(\ln|(\Omega+\omega_{mn})/\omega_{mn}|\) by its large-cutoff form. At high final wave number \(q\), the electron is nearly a plane wave and its transition is driven by the force near the nucleus. Then \(|\langle q|\nabla V|n\rangle|\simeq Ze^2|\psi(0)|/(\varepsilon_0q)\), \(|\mathbf p_{mn}|=|(\nabla V)_{mn}|/\omega_{mn}\) and \(\omega_{mn}\simeq\hbar q^2/2m\). Summing \(\omega_{mn}|\mathbf p_{mn}|^2\) over directions and dividing by the total \(\hbar Ze^2|\psi(0)|^2/2\varepsilon_0\) gives the normalized weight \((8Z/\pi a_0)\,dq/q^2\). The logarithm is therefore increased by

\[
\frac{8Z}{\pi a_0}\int_0^\infty\frac{dq}{q^2}\ln\!\left(1+\frac{\hbar q^2}{2m\Omega}\right)
=\frac{8Z}{a_0}\sqrt{\frac{\hbar}{2m\Omega}}=4\sqrt2\,Z\sqrt{\frac{E_h}{\hbar\Omega}},
\]

with \(E_h=\hbar^2/(ma_0^2)\). Corrections to the asymptotic weight begin at relative order \(1/q\); a term \(dq/q^3\) in the integral contributes only at the higher order \((\ln\Omega)/\Omega\), and the region of small \(q\) at order \(1/\Omega\). At a very large test cutoff the calculated coefficient is 5.653 for both s states, against \(4\sqrt2=5.657\). At \(\hbar\Omega=mc^2\) the square root equals \(\alpha\), and the full logarithm raises the 2s shift from 1047 to 1053 MHz. Keeping this increase would not improve the model, because photons near the cutoff are treated wrongly anyway: at \(\hbar\omega\sim mc^2\) the electron's recoil and its relativistic motion, both left out here, become important. A wavelength shorter than the atom is not in itself the problem for one electron. The factors \(e^{\pm i\mathbf k\cdot\mathbf r}\) at emission and reabsorption only shift the intermediate momentum by \(\hbar\mathbf k\), which adds \(\hbar^2k^2/2m-\hbar\mathbf k\cdot\mathbf p/m\) to the intermediate energy. This is small beside \(\hbar\omega\) when \(\hbar\omega\ll mc^2\) and \(p\ll mc\). It is not small beside the logarithmic part: for 1s the recoil change of the \(\langle p^2\rangle\) term is 2.5 times the logarithmic integrand at \(ka_0=3\). The free-electron energy subtracted as mass must therefore be computed with the same denominator. After that subtraction the 1s integrand is lowered by only 2 per cent at \(ka_0=3\) and 6 per cent at \(ka_0=10\), but by 55 per cent at \(\hbar\omega=mc^2\). Relativistic high-frequency corrections, spin, vacuum polarization and nuclear recoil are all absent.

For a molecule with \(N\) electrons, the self-term still cancels the cubic divergence and the quadratic sum becomes \(3N\hbar e^2/2m\), again the same for every state. The linear term, however, contains the square of the total electron momentum. Its one-electron parts renormalize the masses, but the cross terms \(\mathbf p_i\cdot\mathbf p_j\) describe photon exchange between different electrons. They cannot be absorbed in a mass, and at high frequency they require the electrons' separate positions in the field.

## Numbers as computed

```
One mode: frequency 1.3, coupling 0.3 (oscillator units)
  ground level, minimal coupling      0.556570
  ground level, multipolar            0.556570
  ground level, self-term left out    0.502993
  weak coupling 0.01: shift diagonalized 2.68375e-05, formula 2.68378e-05
Box sum / integral: self-term 1.0014, A^2 1.0004
Sums of a^q |r_mn|^2, q = 0,1,2,3 (atomic units)
  1s: 3.000000  1.500000  1.000000  2.000000
  2s: 42.000000  1.500000  0.250000  0.250000
  2p: 30.000000  1.500000  0.250000  0.000000
Shift / C at cutoff 10 hartree (atomic units)
  1s: quadrature 67.42850, formula 67.42850
  2s: quadrature 72.84302, formula 72.84300
  2p: quadrature 72.51068, formula 72.51065
  1s, minimal coupling in finite basis: 67.42851
Inverse fine-structure constant       137.0360
Cutoff energy m c^2                   5.10999e+05 eV
Prefactor C in energy units           2.24391e-06 eV
Electromagnetic mass / electron mass  0.003097
Parts at this cutoff (eV): self-term, quadratic, linear, logarithm
  1s: 1.4860e+07  5.9348e+02  -4.2138e-02  3.3881e-05
  2s: 2.0804e+08  5.9348e+02  -1.0535e-02  4.3318e-06
  2p: 1.4860e+08  5.9348e+02  -1.0535e-02  1.6839e-08
Bethe logarithm (frequencies in rydberg, dimensionless)
  1s: 2.98413
  2s: 2.81177
  2p: -0.03002
Mean excitation energy 1s: 268.97 eV
Mean excitation energy 2s: 226.39 eV
Level shift (MHz): large-cutoff form; finite-cutoff logarithm
  1s: 8192.35; 8236.01
  2s: 1047.42; 1052.88
  2p: 4.07; 4.07
Splitting 2s - 2p, large-cutoff form  1043.35 MHz
Same splitting                        4.3150e-06 eV
Change of 2s shift on doubling cutoff 94.02 MHz
Cutoff-excess coefficient 1s, 2s      5.6532, 5.6532
  its limit 4 sqrt(2)                 5.6569
```
